\section*{Langer's Multidimensional Escape Rate with Friction and Its Kramers Limits}

\section{Definitions and result}

Let $q$ be $N$ mass-weighted coordinates, $q_i=\sqrt{m_i}\,x_i$, with momenta $p=\dot q$ and potential $V(q)$. Write $\theta=k_{\rm B}T$. The classical dynamics is
\begin{equation}
\dot q=p,\qquad \dot p=-\nabla V-\Gamma p+\xi(t),\qquad
\langle\xi(t)\xi(t')^T\rangle=2\theta\,\Gamma\,\delta(t-t').
\label{eq:langevin}
\end{equation}
The friction matrix $\Gamma$ is constant, symmetric and positive definite. If the friction force in the original coordinates is $-\eta\dot x$, then $\Gamma_{ij}=\eta_{ij}/\sqrt{m_im_j}$. The noise strength in \eqref{eq:langevin} makes $\rho_{\rm eq}=e^{-E/\theta}/Z$ stationary, where $E=p^2/2+V$.

The well $A$ is a minimum with Hessian $K_A$. The saddle $S$ has a nonsingular Hessian $K_S$ with one negative eigenvalue $-\omega_b^2$ and unit eigenvector $e$. The system is assumed to have no zero modes. Free overall translations and rotations would give zero eigenvalues and are not covered here. The barrier is $\Delta V=V_S-V_A\gg\theta$. The rate through this saddle is
\begin{equation}
k=\frac{\lambda_+}{2\pi}\sqrt{\frac{\det K_A}{|\det K_S|}}\;e^{-\Delta V/\theta},
\label{eq:langer}
\end{equation}
where $\lambda_+$ is the positive eigenvalue of the damped motion linearized at $S$. Transition-state theory (TST) has $\omega_b$ in its place.

Equation \eqref{eq:langer} is the leading result for a high barrier and a well that stays thermalized up to the barrier energy. It contains two Kramers limits, TST at weak friction and Smoluchowski at strong friction. It does not contain Kramers' energy-diffusion limit, in which thermalization fails; Section~\ref{sec:energy} treats that case.

\section{The positive eigenvalue}

Measure $q$ from the saddle. Without noise, $\dot q=p$ and $\dot p=-K_Sq-\Gamma p$. Inserting $q=ve^{\lambda t}$, $p=\lambda ve^{\lambda t}$ gives
\begin{equation}
P(\lambda)v=0,\qquad P(\lambda)=\lambda^2+\lambda\Gamma+K_S .
\label{eq:pencil}
\end{equation}
To see that growth cannot be oscillatory, normalize $v^\dagger v=1$ and multiply by $v^\dagger$:
\begin{equation}
\lambda^2+g\lambda+\kappa=0,\qquad g=v^\dagger\Gamma v>0,\quad \kappa=v^\dagger K_Sv .
\end{equation}
Both $g$ and $\kappa$ are real. For $\kappa>0$ both roots have negative real part. For $\kappa\le0$ both are real. A root with ${\rm Re}\,\lambda\ge0$ is therefore real, and it is not zero because $K_S$ is nonsingular.

For real $\lambda\ge0$, $dP/d\lambda=2\lambda+\Gamma$ is positive definite, so every ordered eigenvalue of $P$ increases with $\lambda$. At $\lambda=0$ one of them is negative. At $\lambda=\omega_b$ none is, since $\omega_b^2+K_S\ge0$ and $\omega_b\Gamma>0$. Hence one eigenvalue of $P$ crosses zero, once, and
\begin{equation}
0<\lambda_+<\omega_b .
\end{equation}
Friction slows the departure from the saddle.

\section{Stationary density near the saddle}

Set $x=(q,p)$ and
\begin{equation}
H=\begin{pmatrix}K_S&0\\0&1\end{pmatrix},\qquad
M=\begin{pmatrix}0&-1\\1&\Gamma\end{pmatrix}.
\end{equation}
Then $E=V_S+\frac12x^THx$, and the drift $(p,-K_Sq-\Gamma p)$ is $-MHx$. The Fokker--Planck equation is
\begin{equation}
\partial_t\rho=\nabla\cdot M\,(Hx\,\rho+\theta\nabla\rho).
\label{eq:fp}
\end{equation}
The antisymmetric part of $M$ drops out of the second-derivative term, leaving the momentum diffusion $\theta\nabla_p\cdot\Gamma\nabla_p\rho$.

Feed particles into $A$ and remove them beyond $S$, so that a steady current flows. Write $\rho=\zeta\rho_{\rm eq}$, with $\zeta\to1$ on the well side and $\zeta\to0$ on the product side. Since $\theta\nabla\rho_{\rm eq}=-Hx\rho_{\rm eq}$, the bracket in \eqref{eq:fp} equals $\theta\rho_{\rm eq}\nabla\zeta$. Stationarity gives
\begin{equation}
0=\nabla\cdot(\theta\rho_{\rm eq}M\nabla\zeta)
=\rho_{\rm eq}\left[\theta\,\nabla\cdot M\nabla\zeta-x^THM\nabla\zeta\right].
\end{equation}
Try $\zeta=f(u)$ with $u=U^Tx$, so that $\nabla\zeta=f'U$:
\begin{equation}
\theta\,(U^TMU)f''-(x^THMU)f'=0 .
\end{equation}
This is an equation in $u$ alone if $HMU=-\lambda U$. Because $HM=H(MH)H^{-1}$, the numbers $\lambda$ are the eigenvalues of the drift matrix $-MH$, that is, the roots of \eqref{eq:pencil}. The equation becomes
\begin{equation}
\theta\,(U^TMU)f''+\lambda uf'=0 .
\label{eq:f}
\end{equation}

With $U=(U_q,U_p)$, the two blocks of $HMU=-\lambda U$ read
\begin{equation}
K_SU_p=\lambda U_q,\qquad U_q=-(\lambda+\Gamma)U_p .
\label{eq:U}
\end{equation}
Eliminating $U_q$ returns $P(\lambda)U_p=0$, so $U_p\ne0$ is proportional to $v$. For real $U$ the antisymmetric part of $M$ cancels in the quadratic form, and $U^TMU=U_p^T\Gamma U_p>0$. The solution $f'\propto\exp[-\lambda u^2/(2\theta U^TMU)]$ then decays on both sides if $\lambda>0$, which selects $\lambda_+$.

Multiplying $HMU=-\lambda_+U$ by $U^TH^{-1}$ gives $U^TMU=-\lambda_+U^TH^{-1}U$. Thus $U^TH^{-1}U$ is negative, and $U$ can be scaled so that
\begin{equation}
U^TH^{-1}U=-1,\qquad U^TMU=\lambda_+ .
\label{eq:norm}
\end{equation}
Equation \eqref{eq:f} reduces to $\theta f''+uf'=0$. With the boundary values $1$ and $0$,
\begin{equation}
\zeta=\tfrac12\,{\rm erfc}\!\left(\frac{u}{\sqrt{2\theta}}\right),\qquad
f'=-\frac{e^{-u^2/2\theta}}{\sqrt{2\pi\theta}} .
\end{equation}
To fix the sign of $U$, let $v$ point toward the product and put $U_p=-av$ with $a>0$. Along the growing motion $x=(v,\lambda_+v)$, \eqref{eq:U} gives $u=a\,v^T(\lambda_++\Gamma)v-a\lambda_+v^Tv=a\,v^T\Gamma v>0$, as required. The surface $u=0$ is tilted in phase space: it involves momenta as well as positions.

\section{Flux, population and rate}

Take the current from \eqref{eq:fp} as
\begin{equation}
J=-M(Hx\rho+\theta\nabla\rho)=-\theta\rho_{\rm eq}f'MU
=\sqrt{\frac{\theta}{2\pi}}\;\rho_{\rm eq}\,e^{-u^2/2\theta}\,MU .
\end{equation}
It differs from the physical probability current by $-\theta M_a\nabla\rho$, where $M_a$ is the antisymmetric part of $M$. Since $U^TM_aU=0$, the component $U^TM_a\nabla\rho$ is a derivative within the plane $u=0$. It integrates to zero there, because $\rho$ decays in all directions of the plane, as shown below.

The flux through the plane, whose unit normal is $n=U/|U|$, is
\begin{equation}
F=\int dx\,\delta(U^Tx)\,U^TJ
=\sqrt{\frac{\theta}{2\pi}}\,\lambda_+\frac{e^{-V_S/\theta}}{Z}\,I_S,\qquad
I_S=\int dx\,\delta(U^Tx)\,e^{-x^THx/2\theta}.
\label{eq:flux}
\end{equation}
Let $H_\perp$ be $H$ restricted to the plane. The $nn$ element of an inverse matrix is a minor divided by the determinant, so
\begin{equation}
\det H_\perp=\det H\;n^TH^{-1}n=\frac{-\det H}{|U|^2}=\frac{|\det K_S|}{|U|^2}>0 .
\end{equation}
As $H$ has one negative eigenvalue, $H_\perp$ has at most one. Its positive determinant excludes that one, so $H_\perp$ is positive definite and the Gaussian integral converges. The delta function supplies a factor $1/|U|$:
\begin{equation}
I_S=\frac{(2\pi\theta)^{N-1/2}}{|U|\sqrt{\det H_\perp}}
=\frac{(2\pi\theta)^{N-1/2}}{\sqrt{|\det K_S|}} .
\end{equation}
Since $\sqrt{\theta/2\pi}\,(2\pi\theta)^{-1/2}=1/2\pi$,
\begin{equation}
F=\frac{\lambda_+}{2\pi}\,\frac{(2\pi\theta)^N}{\sqrt{|\det K_S|}}\,\frac{e^{-V_S/\theta}}{Z}.
\end{equation}
In the well $\zeta=1$, and the harmonic population is
\begin{equation}
n_A=\frac{(2\pi\theta)^N}{\sqrt{\det K_A}}\,\frac{e^{-V_A/\theta}}{Z}.
\end{equation}
The ratio $k=F/n_A$ is \eqref{eq:langer}.

For comparison, TST counts the equilibrium flux crossing $e^Tq=0$ toward the product. The momentum along $e$ gives $\int_0^\infty p\,e^{-p^2/2\theta}dp=\theta$. The other $N-1$ momenta and $N-1$ stable modes, of frequencies $\omega_i$, give $(2\pi\theta)^{N-1}/\prod_i\omega_i$. Since $\prod_i\omega_i=\sqrt{|\det K_S|}/\omega_b$,
\begin{equation}
k_{\rm TST}=\frac{\omega_b}{2\pi}\sqrt{\frac{\det K_A}{|\det K_S|}}\;e^{-\Delta V/\theta},
\qquad \frac{k}{k_{\rm TST}}=\frac{\lambda_+}{\omega_b}<1 .
\label{eq:tst}
\end{equation}
The determinants are those of the potential and contain no friction. The reduction comes from trajectories that cross the position-space surface and return.

\section{Weak and strong friction}

For isotropic friction $\Gamma=\gamma\,1$, \eqref{eq:pencil} is solved by $v=e$:
\begin{equation}
\lambda_+=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac\gamma2
=\frac{\omega_b^2}{\sqrt{\gamma^2/4+\omega_b^2}+\gamma/2}.
\label{eq:iso}
\end{equation}
The second form avoids subtracting nearly equal numbers at large $\gamma$. The limits are $\lambda_+\to\omega_b$ for $\gamma\ll\omega_b$ and $\lambda_+\to\omega_b^2/\gamma$ for $\gamma\gg\omega_b$. In one dimension, with well frequency $\omega_A$, the determinant factor is $\omega_A/\omega_b$, so
\begin{equation}
k\to\frac{\omega_A}{2\pi}e^{-\Delta V/\theta}\quad\text{(TST)},\qquad
k\to\frac{\omega_A\omega_b}{2\pi\gamma}e^{-\Delta V/\theta}\quad\text{(Smoluchowski)}.
\end{equation}

For a general matrix set $\Gamma=s\Gamma_0$. At small $s$, $v=e+O(s)$. Projecting \eqref{eq:pencil} on $e$ gives $\lambda^2+s\lambda\,e^T\Gamma_0e-\omega_b^2=O(s^2)$, hence
\begin{equation}
\lambda_+=\omega_b-\tfrac s2\,e^T\Gamma_0e+O(s^2).
\label{eq:weak}
\end{equation}
At large $s$ put $\lambda=\mu/s$. The term $\lambda^2=\mu^2/s^2$ drops out, leaving
\begin{equation}
-\Gamma_0^{-1}K_Sv=\mu v,\qquad \lambda_+\to\mu/s,\quad \mu>0 .
\label{eq:strong}
\end{equation}
This is the growth rate of the overdamped motion $\dot q=-\Gamma^{-1}\nabla V$.

Using only the friction along the unstable mode, $g_e=e^T\Gamma e$, gives
\begin{equation}
\lambda_e=\sqrt{g_e^2/4+\omega_b^2}-g_e/2 .
\end{equation}
This is a lower bound. Indeed $e^TP(\lambda_e)e=\lambda_e^2+\lambda_eg_e-\omega_b^2=0$, so the lowest eigenvalue of $P(\lambda_e)$ is not positive, and as it increases with $\lambda$, $\lambda_e\le\lambda_+$. The actual escape direction can turn away from directions of high friction.

\section{Worked example with two coordinates}

Reduced units are used: $\theta=1$ for energy and $\omega_0=1$ for frequency. The model is
\begin{equation}
V=\Delta V\left(\frac{x^2}{x_0^2}-1\right)^2+\frac{\Omega^2}{2}(y-cx)^2,\qquad x_0^2=4\Delta V,
\end{equation}
with $\Delta V=10$, $\Omega=1.5$ and $c=0.5$. The $x$ potential has curvature $-4\Delta V/x_0^2=-1$ at its top and $8\Delta V/x_0^2=2$ at its minima. Adding the coupling terms $\Omega^2c^2=0.5625$ and $-\Omega^2c=-1.125$ gives
\begin{equation}
K_S=\begin{pmatrix}-0.4375&-1.125\\-1.125&2.25\end{pmatrix},\;
K_A=\begin{pmatrix}2.5625&-1.125\\-1.125&2.25\end{pmatrix},\;
\Gamma=\begin{pmatrix}0.5&0.4\\0.4&2.0\end{pmatrix}.
\end{equation}
The determinants are $-2.25$ and $4.5$, so their factor in the rate is $\sqrt2$. The negative eigenvalue of $K_S$ is $-0.8463$, hence $\omega_b=0.9199$, with $e=(0.9399,0.3415)$.

Diagonalizing the $4\times4$ drift matrix $-MH$ gives $0.5918$, $-1.7734$ and $-0.6592\pm1.3075i$. The one growing solution has $\lambda_+=0.5918$, and
\begin{align}
\lambda_+/\omega_b&=0.5918/0.9199=0.643,\\
k_{\rm TST}&=\frac{0.9199}{2\pi}\sqrt2\,e^{-10}=9.40\times10^{-6},\\
k&=0.643\,k_{\rm TST}=6.05\times10^{-6},
\end{align}
with rates in units of $\omega_0$. The projected friction $g_e=0.932$ gives $\lambda_e=0.565$, which is 4.5\% below $\lambda_+$.

Multiplying $\Gamma$ by $s=0.01$ gives $\lambda_+=0.9153$, in line with $0.9199-0.01\times0.932/2$ from \eqref{eq:weak}. For strong friction, \eqref{eq:strong} gives $\mu=1.0895$. The values of $s\lambda_+$ are $1.0720$ at $s=10$ and $1.0893$ at $s=100$. Projection on $e$ would give $\omega_b^2/g_e=0.8463/0.932=0.908$ instead of $\mu$, so its error grows to 17\% of $\mu$.

The rate of the full anharmonic model follows from the slowest nonzero decay rate $r$ of its Fokker--Planck operator. With equal wells, the population difference decays at $r=2k$. The operator was expanded in 60 polynomials in $x$, orthonormal under the Boltzmann weight, and in Hermite functions of $y-cx$ and both momenta up to total degree 9. The result is $k=5.87\times10^{-6}$. Relative to this value, \eqref{eq:langer} is 3\% too high and TST is 60\% too high.

The ratio of the full rate to \eqref{eq:langer} is $0.939$ at $\Delta V=5$ and $0.970$ at $\Delta V=10$. The deviation halves when the barrier doubles, consistent with a correction of order $\theta/\Delta V$.

\section{Size of the anharmonic correction}

The correction can be derived for the same double well in one dimension at strong friction. There the current $j=-(V'\rho+\theta\rho')/\gamma$ is constant across the barrier, so $\gamma je^{V/\theta}=-\theta\,(\rho e^{V/\theta})'$. Integrating from the well to an absorbing product side and dividing by the well population gives
\begin{equation}
k=\frac{\theta}{\gamma}\left[\int_{\rm well}e^{-V/\theta}dx\int_{\rm barrier}e^{V/\theta}dx\right]^{-1}.
\end{equation}
With $\theta=1$, near the top $V=\Delta V-x^2/2+x^4/(16\Delta V)$. The Gaussian average $\langle x^4\rangle=3$ multiplies the barrier integral by $1+3/(16\Delta V)$. Near a minimum, with $z=x-x_0$, $V=z^2+z^3/x_0+z^4/(4x_0^2)$ and $\langle z^2\rangle=\frac12$. The well integral acquires the factor
\begin{equation}
1-\frac{\langle z^4\rangle}{4x_0^2}+\frac{\langle z^6\rangle}{2x_0^2}
=1+\frac{-3/16+15/16}{4\Delta V}=1+\frac{3}{16\Delta V}.
\end{equation}
The rate is therefore $1-3/(8\Delta V)$ times the harmonic one, or $0.953$ at $\Delta V=8$. The full one-dimensional operator at $\gamma=10$ gives $0.948$.

\section{Failure at very weak friction}
\label{sec:energy}

In one dimension and to first order in $\gamma$, a particle at the barrier energy loses to friction, per traversal of its undamped orbit in the well, the energy
\begin{equation}
\gamma\oint p^2dt=\gamma\oint p\,dq=\gamma I .
\end{equation}
Escape removes particles near the barrier energy. Thermal exchange replaces them efficiently if $\gamma I\gg\theta$, which is the condition for \eqref{eq:langer}. TST is thus approached in the window $\theta/I\ll\gamma\ll\omega_b$, not at $\gamma\to0$.

For $\gamma I\ll\theta$ the density depends on energy, $\rho=\zeta(E)\rho_{\rm eq}$. The dissipative momentum current is $-\gamma\theta\rho_{\rm eq}\zeta'p$. Integrated over an energy contour it gives the flux
\begin{equation}
F=-\gamma\theta\,\zeta'(E)\,I(E)\,e^{-E/\theta}/Z .
\end{equation}
Solve for $\zeta'$ and integrate from $\zeta=1$ deep in the well to $\zeta=0$ at $V_S$. The factor $e^{E/\theta}$ concentrates the integral at the top, so $F=\gamma I\,e^{-V_S/\theta}/Z$. Dividing by $n_A=2\pi\theta e^{-V_A/\theta}/(\omega_AZ)$ gives the rate of leaving the well,
\begin{equation}
k_{\rm out}=\frac{\gamma I}{\theta}\,\frac{\omega_A}{2\pi}\,e^{-\Delta V/\theta}.
\end{equation}
This energy-diffusion limit is proportional to $\gamma$. In a symmetric double well half of the leavers settle on the other side, so $k=k_{\rm out}/2$.

For the one-dimensional double well with $\Delta V=8$,
\begin{equation}
I=2\int_0^{\sqrt2x_0}\!\sqrt{2(\Delta V-V)}\,dx=\tfrac{16}{3}\Delta V=42.7 .
\end{equation}
Its full rates, computed with 160 polynomials and Hermite degree 500, compare with \eqref{eq:langer} as follows.
\begin{center}
\begin{tabular}{ccccc}
$\gamma$ & $\gamma I$ & full $k/10^{-5}$ & Langer $k/10^{-5}$ & ratio\\
0.02 & 0.85 & 1.74 & 7.48 & 0.23\\
0.1 & 4.27 & 4.97 & 7.18 & 0.69\\
1 & 42.7 & 4.52 & 4.67 & 0.97\\
10 & 427 & 0.709 & 0.748 & 0.95
\end{tabular}
\end{center}
Between $\gamma=0.1$ and $0.02$ the full rate falls while \eqref{eq:langer} rises toward TST. At $\gamma=0.02$ the energy-diffusion limit would give about $0.85/2=0.43$ of the TST rate, still well above the computed value. Two approximations behind that limit are poor here. First, $\gamma I/\theta=0.85$ is not small. Second, the barrier is finite: the formula uses $I$ at the barrier top, but $I(E)$ is smaller just below it, which lowers the rate however small $\gamma$ is.

\section{Use in a calculation}

Mass-weight the Hessians and the friction matrix in the same way, and confirm that $K_S$ has one negative eigenvalue and no zero modes. Form $-MH$, take its positive eigenvalue and insert it in \eqref{eq:langer}. In Hartree atomic units, with masses in electron masses, $\lambda_+$ and $k$ are in inverse atomic units of time.

The derivation also assumes classical motion, friction without memory that is constant near the saddle, and harmonic expansions valid over thermal displacements. A soft mode at the well or saddle can violate the last condition even when the barrier is high.

Strongly anisotropic friction is a further limit at finite barrier. Take the two-coordinate model with $\Delta V=10$ in the overdamped regime, $\Gamma=\gamma\,{\rm diag}(1,R)$ with $\gamma$ large. As $R$ grows, $\gamma\lambda_+$ levels off near $-(K_S)_{xx}=0.4375$, so \eqref{eq:langer} stops falling, while the full rate keeps falling as motion along $y$ slows. The full rate is about $0.9$, $0.6$ and $0.14$ times \eqref{eq:langer} at $R=10$, $100$ and $1000$. When the eigenvalues of $\Gamma$ differ by orders of magnitude, \eqref{eq:langer} should not be used without a separate check.
